\section*{Debye relaxation of a hydroxyl rotor with three equivalent sites}

\section{Which rate goes into the loss formula?}

A barrier calculation for a hydroxyl group in a low-$k$ film gives a hop rate $w$: the probability per unit time of jumping from one site to one particular neighbour. A calculation of dielectric loss needs a relaxation time $\tau$. With three sites in a ring, one must decide whether $1/\tau$ is $w$, the total escape rate $2w$, or something else. For the silanol group treated below, $w=1.94\times10^{8}\ \mathrm{s^{-1}}$, and the choices $w$, $2w$ and $3w$ put the loss peak at 31, 62 and 93 MHz. The correct choice is $3w$.

The rotor is a group whose hydrogen circles a fixed axis. Its dipole has a constant axial part and a transverse part of size $\mu$. The transverse part points along one of three unit vectors $\mathbf u_i$, $120^\circ$ apart. The sites have equal energy, hops take no time, and a hop has no memory of earlier ones.

\section{Two sites, then three}

Take first a dipole with two opposite sites and rate $w$ each way. The populations obey $\dot p_1=w(p_2-p_1)$ and $\dot p_2=w(p_1-p_2)$. Subtracting,
\begin{equation}
\frac{d}{dt}(p_1-p_2)=-2w(p_1-p_2).
\end{equation}
The dipole $\mu(p_1-p_2)$ decays at $2w$, although the escape rate is $w$, because each hop reverses the dipole instead of merely erasing it.

For three sites, each site gains from two neighbours and loses to both:
\begin{align}
\dot p_i&=w\sum_{j\ne i}(p_j-p_i)
=w\Big(\sum_{j\ne i}p_j-2p_i\Big)\nonumber\\
&=w\big[(1-p_i)-2p_i\big]=w(1-3p_i),
\end{align}
where $\sum_jp_j=1$ was used. The mean transverse dipole is $\mathbf m=\mu\sum_ip_i\mathbf u_i$. Since $\sum_i\mathbf u_i=0$, the constant term drops out:
\begin{equation}
\dot{\mathbf m}=\mu w\sum_i\mathbf u_i-3w\,\mu\sum_ip_i\mathbf u_i=-3w\,\mathbf m ,
\qquad \mathbf m(t)=\mathbf m(0)e^{-3wt}.
\label{decay}
\end{equation}
No special starting distribution was assumed. Both components of $\mathbf m$ have the same rate, so there is one exponential.

\paragraph{Short-time limit.} Start on site 1. In a short time $dt$ the rotor leaves with probability $2w\,dt$. The component along $\mathbf u_1$ then changes from $\mu$ to $\mu\cos120^\circ=-\mu/2$, a drop of $3\mu/2$. The initial loss rate is therefore $2w\times\frac32=3w$, as in (\ref{decay}).

\paragraph{Any number of hops.} Hops occur at total rate $2w$, so their number $n$ in time $t$ is Poisson distributed with mean $2wt$. Left and right turns are equally likely, so each hop multiplies the mean of $e^{i\phi}$ by $\frac12(e^{2\pi i/3}+e^{-2\pi i/3})=-\frac12$. Hence
\begin{equation}
\frac{m(t)}{m(0)}=e^{-2wt}\sum_{n=0}^{\infty}\frac{(2wt)^n}{n!}\Big(-\frac12\Big)^n
=e^{-2wt}e^{-wt}=e^{-3wt}.
\end{equation}
A simulation of 400\,000 random hop sequences at $wt=0.35$ gave a mean cosine of $0.3488\pm0.0012$; the formula gives $0.3499$.

\paragraph{A ring of $M$ sites.} With step angle $\theta=2\pi/M$ and rate $w$ in each direction, the mean of $e^{i\phi}$ changes at the rate $w(e^{i\theta}+e^{-i\theta}-2)$ times itself. Its decay rate is
\begin{equation}
\Gamma_M=2w(1-\cos\theta).
\end{equation}
For $M=3$ this is $3w$; for $M=4$ it is $2w$. For large $M$ it becomes $w\theta^2$, which is the rate $D$ of rotational diffusion, since the mean square angle grows as $2w\theta^2t=2Dt$. The factor 3 thus belongs to the threefold geometry.

\section{Adding a weak field}

A transverse field $\mathbf E$ shifts the energy of site $i$ by $-\mu\,\mathbf u_i\cdot\mathbf E=-kT\,x_i$, with $x_i=\mu\,\mathbf u_i\cdot\mathbf E/kT$. Let $k_{ij}$ be the rate from $i$ to $j$. Detailed balance, applied at each instant of a field that varies slowly compared with a single jump, requires
\begin{equation}
k_{ij}/k_{ji}=e^{x_j-x_i}.
\end{equation}
It does not say how the field effect is divided between the two rates. To see whether this matters, write $k_{ij}=w(1+a_{ij})$ and $p_i=\frac13+q_i$, with $a_{ij}$ and $q_i$ of first order in the field. Detailed balance then gives $a_{ij}-a_{ji}=x_j-x_i$. Dropping products of small quantities,
\begin{align}
\dot q_i&=\sum_{j\ne i}(k_{ji}p_j-k_{ij}p_i)
=w\sum_{j\ne i}(q_j-q_i)+\frac w3\sum_{j\ne i}(a_{ji}-a_{ij})\nonumber\\
&=w\sum_{j\ne i}(q_j-q_i)+\frac w3\sum_{j\ne i}(x_i-x_j).
\end{align}
Only the difference of the two rate changes has entered, so the division is immaterial at this order. Because $\sum_jq_j=0$ and $\sum_jx_j=0$, the sums are $-3q_i$ and $+3x_i$:
\begin{equation}
\dot q_i=-3wq_i+wx_i .
\end{equation}
Multiplying by $\mu\mathbf u_i$ and summing needs $\sum_i\mathbf u_i(\mathbf u_i\cdot\mathbf E)$. With $\mathbf u_1=(1,0)$ and $\mathbf u_{2,3}=(-\frac12,\pm\frac{\sqrt3}2)$, the $xx$ sum is $1+\frac14+\frac14=\frac32$, the $yy$ sum is $\frac34+\frac34=\frac32$, and the $xy$ terms cancel. Therefore
\begin{equation}
\dot{\mathbf m}=-3w\,\mathbf m+3w\,\frac{\mu^2}{2kT}\,\mathbf E .
\end{equation}
For time dependence $e^{-i\omega t}$ the left side is $-i\omega\mathbf m$, and $\mathbf m=\alpha\mathbf E$ with
\begin{equation}
\alpha(\omega)=\frac{\mu^2}{2kT}\,\frac{1}{1-i\omega\tau},\qquad \tau=\frac1{3w}.
\label{alpha}
\end{equation}
With this sign convention a positive imaginary part means absorption.

\paragraph{Static limit.} Boltzmann populations in a weak field are $p_i=(1+x_i)/3$. They give $\mathbf m=\frac\mu3\sum_i\mathbf u_ix_i=\mu^2\mathbf E/(2kT)$, the value of (\ref{alpha}) at $\omega=0$. At high frequency $\alpha$ falls to zero because the rotor has no time to hop.

As a test, the full nonlinear rate equations were integrated for a field amplitude $\mu E/kT=10^{-3}$, at $\omega=w$, $3w$ and $8w$, with three different divisions of the field effect. The largest relative departure from (\ref{alpha}) was $4\times10^{-7}$.

\section{From one rotor to a film}

Let the rotor axes point in random directions. An axial dipole adds the same energy to all three sites and leaves their populations unchanged, so it contributes nothing here. If $n_z$ is the axis component along the field, the transverse part of the field contributes $\alpha(1-n_z^2)$ to the response along $z$. The average of $n_z^2$ is $\frac13$, so the mean static response is $\frac23\mu^2/(2kT)=\mu^2/(3kT)$. Differentiating Boltzmann averages numerically over axis directions, with an axial dipole present, gave the coefficient $0.33333$.

For $N$ rotors per volume in a background permittivity $\varepsilon_b$, with the local field first taken equal to the applied field,
\begin{equation}
\varepsilon(\omega)=\varepsilon_b+\frac{\Delta}{1-i\omega\tau},\qquad
\Delta=\frac{N\mu^2}{3\varepsilon_0kT}.
\end{equation}
Put $y=\omega\tau$. The loss is $\varepsilon''=\Delta\,y/(1+y^2)=\Delta/(y+1/y)$, which is largest at $y=1$, that is at $\omega=3w$, with height $\Delta/2$. The loss tangent is
\begin{equation}
\tan\delta=\frac{\Delta y/(1+y^2)}{\varepsilon_b+\Delta/(1+y^2)}
=\frac{\Delta}{(\varepsilon_b+\Delta)/y+\varepsilon_by}.
\end{equation}
Its denominator is smallest when the two terms are equal, so
\begin{equation}
y_{\max}=\sqrt{\frac{\varepsilon_b+\Delta}{\varepsilon_b}},\qquad
(\tan\delta)_{\max}=\frac{\Delta}{2\sqrt{\varepsilon_b(\varepsilon_b+\Delta)}} .
\end{equation}
For small $\Delta$ the two peaks merge and the maximum tends to $\Delta/(2\varepsilon_b)$.

\section{An estimate of $w$, and a rotor without discrete sites}

Let the potential be $U=\frac V2(1-\cos3\phi)$ and the moment of inertia $I$. Near a minimum $U\approx\frac94V\phi^2=\frac12I\omega_0^2\phi^2$, so $\omega_0=\sqrt{9V/(2I)}$. In thermal equilibrium the one-way flux over one barrier is the density at its top times the mean forward velocity:
\begin{equation}
w=\frac{e^{-V/kT}}{\sqrt{2\pi kT/(I\omega_0^2)}}\sqrt{\frac{kT}{2\pi I}}
=\frac{\omega_0}{2\pi}e^{-V/kT}.
\end{equation}
The first denominator is the integral of $e^{-U/kT}$ over a harmonic well. This is the rate over one barrier, hence to one neighbour. Trajectories that cross and promptly return would lower it.

A real rotor moves continuously. As a limit opposite to free flight, take strongly damped diffusion in the same potential with $V/kT=11.6$. Let $T_1$ be the mean time to travel from one minimum to either neighbouring minimum, and define $2w=1/T_1$. The slowest decay rate of the dipole, found by diagonalizing the diffusion operator, was $1.00003$ times $3w$. At this barrier height the discrete picture holds well for strongly damped motion.

\section{A hindered silanol in porous silica}

The inputs are round, rough values: $T=300$ K, $V=0.30$ eV, hydrogen circle radius 0.085 nm, $\mu=1.3$ D $=4.336\times10^{-30}$ C m, $N=0.5\ \mathrm{nm^{-3}}$ and $\varepsilon_b=2.5$. The proton mass and the radius give $I=1.208\times10^{-47}\ \mathrm{kg\,m^2}$ and $\omega_0/2\pi=21.29$ THz. With $kT=25.85$ meV,
\begin{align}
w&=21.29\times10^{12}\,e^{-0.30/0.02585}\ \mathrm{s^{-1}}=1.94\times10^8\ \mathrm{s^{-1}},\\
\tau&=\frac1{3w}=1.72\ \mathrm{ns},\qquad
\frac{3w}{2\pi}=93\ \mathrm{MHz}.
\end{align}
Using the full well integral instead of the harmonic one multiplies $w$ by 0.976. The dielectric step is
\begin{equation}
\Delta=\frac{(0.5\times10^{27})(4.336\times10^{-30})^2}
{3(8.854\times10^{-12})(4.142\times10^{-21})}\approx0.085 .
\end{equation}
The peak loss is $0.043$ and the largest loss tangent $0.017$, at 94 MHz. At 1 GHz, well above the peak, the loss tangent is $0.0031$.

At 380 K, with the barrier held fixed, the peak moves to about 1.1 GHz. The step falls as $1/T$ to about $0.067$, so the maximum loss tangent is about $0.013$. A signal at 1 GHz then sits near the peak: with this classical $w$, warming raises its loss about fourfold, although the step has become smaller. The quantum correction to $w$ discussed below is larger at 300 K than at 380 K, and including it reduces the rise to a factor of about 1.5.

\section{Where the film departs from the rotor}

\paragraph{Local field.} Clausius--Mossotti theory treats the rotors as point dipoles in isotropic surroundings:
\begin{equation}
\frac{\varepsilon-1}{\varepsilon+2}=\frac{\varepsilon_b-1}{\varepsilon_b+2}
+\frac{\Delta/3}{1-i\omega\tau}.
\end{equation}
Subtract both sides from 1 and use $1-\frac{\varepsilon-1}{\varepsilon+2}=\frac3{\varepsilon+2}$. With $c=\Delta(\varepsilon_b+2)/9$,
\begin{equation}
\varepsilon+2=(\varepsilon_b+2)\frac{1-i\omega\tau}{1-c-i\omega\tau},\qquad
\varepsilon-\varepsilon_b=\frac{(\varepsilon_b+2)c}{1-c-i\omega\tau}.
\end{equation}
The film still has one Debye peak, but its rate is $3w(1-c)$. Here $c=0.043$, so the rate drops by 4\%, while the step grows by a factor 2.35 to $0.20$. The maximum loss tangent becomes about $0.039$. Pore walls are not isotropic surroundings, so these figures size the effect and do not correct it.

\paragraph{Unequal sites.} Lower site 1 by $\delta$, keep the barrier tops fixed, and set $s=e^{-\delta/kT}$. Exits from site 1 now have rate $ws$ each. Then
\begin{align}
\dot p_1&=-2wsp_1+w(1-p_1)=w-w(1+2s)p_1,\\
\dot p_2-\dot p_3&=-3w(p_2-p_3).
\end{align}
There are two rates. For $\delta=0.05$ eV they are $1.29w$ and $3w$. The static response, summed over the two transverse directions, is the dipole variance divided by $kT$, which is $\mu^2(1-|\sum_ip_i\mathbf u_i|^2)/kT$. With $p_1=1/(1+2s)=0.776$ and $p_2=p_3=0.112$, the mean vector has length $0.664$, and the step falls to 0.56 of its value for equal sites.

\paragraph{Unequal barriers.} Keep the sites equal but give the barriers of different rotors a Gaussian spread of 0.03 eV. The static step is unchanged. Since $y/(1+y^2)=1/(2\cosh\ln y)$, the loss is an average of this curve over shifts of $\ln\tau$ with standard deviation $0.03/0.02585=1.16$. At the median rotor's peak frequency it is 0.69 of the single-barrier value, and the peak is broader than a Debye peak.

Unequal barriers within one rotor have a different effect: they split the single rate. If the hop rates over its three barriers are $a$, $b$ and $c$, the rate equations give the two decay rates $a+b+c\pm\sqrt{a^2+b^2+c^2-ab-bc-ca}$. For barriers of 0.29, 0.30 and 0.31 eV these are $2.46w$ and $3.84w$, where $w$ is the rate over the middle barrier.

\paragraph{Quantum motion.} The libration quantum $\hbar\omega_0=88$ meV is $u=3.41$ times $kT$, so the classical $w$ is suspect. A thermal rate with transmission $\mathcal T(E)$ is $\int\mathcal T e^{-E/kT}dE/(2\pi\hbar Q)$, with $Q$ the partition function of one well. The cosine barrier has the same curvature as the well, apart from sign. For a parabolic barrier $\mathcal T=[1+e^{2\pi(V-E)/\hbar\omega_0}]^{-1}$, and the integral, extended to all energies, is $e^{-V/kT}(\hbar\omega_0/2)/\sin(u/2)$ for $u<2\pi$. A harmonic well has $Q=1/[2\sinh(u/2)]$. Dividing by the classical $w$ gives the factor
\begin{equation}
\frac{\sinh(u/2)}{\sin(u/2)}=2.68 .
\end{equation}
Using the computed levels of the rotor and the semiclassical action through the cosine barrier gives 2.39; the exact transmission through a single cosine barrier, with a flat potential beyond the two minima, gives 2.47. This would move the peak from 93 to about 220--230 MHz, a larger shift than the choice between $2w$ and $3w$. It changes $w$, not the relation $1/\tau=3w$, as long as the motion remains incoherent hopping.

Coherent tunnelling would break that relation. The ground level is split by $0.876\ \mu$eV. Three wells coupled by $-t$ have energies $-2t,t,t$, so $t=0.292\ \mu$eV. If coherence between wells decays in a time $T_c$, then to leading order in $tT_c/\hbar$ the coherence settles at $\rho_{12}=i(tT_c/\hbar)(p_2-p_1)$. The population flow $(2t/\hbar)\,\mathrm{Im}\,\rho_{12}$ defines a hop rate $2t^2T_c/\hbar^2$. For an assumed $T_c=1$ ps this is $3.9\times10^5\ \mathrm{s^{-1}}$ in the ground level, or 0.2\% of $w$. It is not the total tunnelling rate. The next three levels hold about 4\%, 0.25\% and 0.02\% of the population but are split by 38 $\mu$eV, 0.68 meV and 6.3 meV. Weighted by population, the same formula gives $0.16w$ for the first and about $3w$ for the second, where $tT_c/\hbar=0.35$; for the third $tT_c/\hbar=3.2$ and the expansion fails. At this $T_c$ the ground level is safely incoherent but the upper levels are not, and the rate depends also on how fast the surroundings refill them. The quantum factor above therefore sizes the correction to $w$ and does not fix it.

\paragraph{Smaller effects.} Libration inside a well has a mean square angle of about 0.04 rad$^2$. It shortens the mean dipole by half that fraction and lowers $\Delta$ by about 4\%. At 1 MV/cm, $\mu E/kT=0.105$, and for a field pointing towards a site the static response exceeds the linear value by 2.5\%. For the reversed field it falls short by 2.7\%.

\paragraph{The real material.} A background permittivity of 2.5 is ordinary for a low-$k$ film. The silanol density is meant for a strongly hydroxylated film; one with well-capped pore walls has far fewer groups, and in the dilute limit the loss falls in proportion. The barrier is the least typical input. A nearly free surface silanol has a barrier of a few hundredths of an eV or less. Even at 0.04 eV, $V/kT=1.55$, and there are no long stays in a well for a hopping model to describe. A barrier of 0.30 eV stands for a group held by its neighbours, for instance by hydrogen bonds, and such surroundings will seldom leave three sites equal. Equality of the sites is thus the assumption most in doubt: the 0.05 eV offset above already replaces the single rate by two and removes 44\% of the step. The rule $1/\tau=3w$ should be used when the motion is incoherent hopping, the barriers are many times $kT$, and both the site offsets and the differences among the three barriers of a rotor are small compared with $kT$. The inputs and most of the values behind these estimates are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
TESTS
random hops: mean cosine at wt=0.35: 0.3488 +- 0.0012
exp(-3wt) at the same time: 0.3499
driven response, worst relative error: 4.0e-07
axis average of alpha kT/mu^2: 0.33333
continuous rotor, decay rate/(3w): 1.00003
INPUTS
temperature: 300 K; kT: 25.85 meV
barrier: 0.30 eV; barrier/kT: 11.60
hydrogen circle radius: 0.085 nm
transverse dipole: 1.3 D = 4.336e-30 C m
silanol density: 0.5 per nm^3
background permittivity: 2.5
RESULTS
moment of inertia: 1.208e-47 kg m^2
attempt frequency: 21.29 THz
hop rate w to each neighbour: 1.943e+08 1/s
flux rate with full well integral / w: 0.976
relaxation rate 3w: 5.829e+08 1/s
relaxation time: 1.716 ns
loss-peak frequency: 92.8 MHz
dielectric step: 0.0855
peak loss eps'': 0.0427
largest loss tangent: 0.01681
its frequency: 94.3 MHz
loss tangent at 1 GHz: 0.00314
NEGLECTED EFFECTS
local field: step 0.2009, ratio 2.350
local field: collective rate/(3w): 0.9573
one site deeper by 0.05 eV: rates/w 1.289 and 3.000
same: step / step for equal sites: 0.560
barrier spread 0.03 eV: peak loss factor 0.694
libration quantum: 88.1 meV; over kT: 3.41
quantum factor on w: 2.39
parabolic estimate of it: 2.68
ground-state tunnel splitting: 0.876 micro-eV
assumed coherence time: 1 ps
incoherent ground-state tunnelling rate: 3.94e+05 1/s
mean square libration angle: 0.0358 rad^2
mu E/kT at 1 MV/cm: 0.1047
static nonlinearity, field along a site: 2.47 %
loss-peak frequency at 380 K: 1068 MHz
nearly free silanol, barrier 0.04 eV: barrier/kT 1.55
\end{verbatim}
